\section*{Does a nonzero triple product prove time-reversal violation?}

\section*{Question}

A spin-$\tfrac12$ fermion $N$, polarized along $\mathbf s_i$, decays at rest to a Dirac fermion $\chi$ and a spinless particle $\phi$. Let $\mathbf n$ be the direction of $\chi$ and $\mathbf s_f$ its spin direction. Suppose the decay distribution contains
\[
\beta\,\mathbf s_f\cdot(\mathbf s_i\times\mathbf n),\qquad \beta\neq0 .
\]
Time reversal flips both spins and the momentum, so the product of the three vectors changes sign. It seems to follow that a time-reversal invariant theory must have $\beta=0$, and that my nonzero $\beta$ proves a violation. Yet I am told that an ordinary interaction between $\chi$ and $\phi$ can produce the same signal, and that I must also measure the antiparticle decay. Where does my argument fail, and what does the second measurement add?

\section*{Answer}

The argument fails because flipping spins and momenta is only part of time reversal. The full operation also exchanges initial and final states. A decay leads to particles that scatter off each other on the way out, and this scattering can shift the phases of the partial waves by different amounts, which can produce $\beta\ne0$ even in an invariant theory. The conjugate decay has the same scattering phase but the opposite coupling phase, so the two can be separated. It is not the sole route: if the scattering phase is known independently, one decay is enough.

\subsection*{The decay amplitude}

I use $\hbar=c=1$ and the interaction
\begin{equation}
\mathcal L=\bar\chi(a+b\gamma_5)N\phi^\dagger+\text{h.c.},
\end{equation}
to first order in $a$ and $b$, with $\phi$ complex. The masses of $N$ and $\chi$ are $M$ and $m$; $\chi$ has energy $E$ and momentum $k\mathbf n$. In the Dirac representation, with two-spinors $\xi_i,\xi_f$,
\[
u_N=\sqrt{2M}\begin{pmatrix}\xi_i\\0\end{pmatrix},\qquad
u_\chi=\begin{pmatrix}\sqrt{E+m}\,\xi_f\\ \sqrt{E-m}\,\boldsymbol\sigma\cdot\mathbf n\,\xi_f\end{pmatrix},
\]
where $k/\sqrt{E+m}=\sqrt{E-m}$ was used. The matrix $\gamma_5$ moves $\xi_i$ to the lower component, and $\gamma^0$ in $\bar u=u^\dagger\gamma^0$ gives that component a minus sign. Hence
\begin{equation}
\begin{aligned}
\bar u_\chi(a+b\gamma_5)u_N&=\xi_f^\dagger\left(S^{(0)}+P^{(0)}\boldsymbol\sigma\cdot\mathbf n\right)\xi_i,\\
S^{(0)}=a\sqrt{2M(E+m)},&\qquad P^{(0)}=-b\sqrt{2M(E-m)} .
\end{aligned}
\label{eq:SP}
\end{equation}
These are the $l=0$ and $l=1$ amplitudes without final-state scattering. With scattering they become $S$ and $P$, but rotational invariance keeps the form $\mathcal M=S+P\,\boldsymbol\sigma\cdot\mathbf n$.

\subsection*{Where the triple product comes from}

With spin projectors, the probability is proportional to
\[
W=\tfrac14\operatorname{Tr}\left[(1+\boldsymbol\sigma\cdot\mathbf s_f)\left(\mathcal M\mathcal M^\dagger+\mathcal M\,\boldsymbol\sigma\cdot\mathbf s_i\,\mathcal M^\dagger\right)\right].
\]
Let $N_0=|S|^2+|P|^2$. The first product is $\mathcal M\mathcal M^\dagger=N_0+2\operatorname{Re}(S^*P)\,\boldsymbol\sigma\cdot\mathbf n$. The second needs
\begin{align*}
(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\mathbf s_i)(\boldsymbol\sigma\cdot\mathbf n)&=2(\mathbf n\cdot\mathbf s_i)\boldsymbol\sigma\cdot\mathbf n-\boldsymbol\sigma\cdot\mathbf s_i,\\
(\boldsymbol\sigma\cdot\mathbf s_i)(\boldsymbol\sigma\cdot\mathbf n)&=\mathbf s_i\cdot\mathbf n+i\boldsymbol\sigma\cdot(\mathbf s_i\times\mathbf n),\\
(\boldsymbol\sigma\cdot\mathbf n)(\boldsymbol\sigma\cdot\mathbf s_i)&=\mathbf s_i\cdot\mathbf n-i\boldsymbol\sigma\cdot(\mathbf s_i\times\mathbf n).
\end{align*}
The last two lines enter with coefficients $SP^*$ and $PS^*$. Their cross-product part is $i(SP^*-S^*P)=i[-2i\operatorname{Im}(S^*P)]=2\operatorname{Im}(S^*P)$. Therefore
\begin{align*}
\mathcal M\,\boldsymbol\sigma\cdot\mathbf s_i\,\mathcal M^\dagger={}&(|S|^2-|P|^2)\boldsymbol\sigma\cdot\mathbf s_i+2|P|^2(\mathbf n\cdot\mathbf s_i)\boldsymbol\sigma\cdot\mathbf n\\
&+2\operatorname{Re}(S^*P)\,\mathbf n\cdot\mathbf s_i+2\operatorname{Im}(S^*P)\,\boldsymbol\sigma\cdot(\mathbf s_i\times\mathbf n).
\end{align*}
Since $\operatorname{Tr}1=2$ and $\operatorname{Tr}[(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\cdot\mathbf q)]=2\mathbf p\cdot\mathbf q$,
\begin{equation}
\begin{aligned}
W=\frac{N_0}{2}\big[&1+\alpha\,\mathbf n\cdot(\mathbf s_i+\mathbf s_f)+\gamma\,\mathbf s_i\cdot\mathbf s_f\\
&+(1-\gamma)(\mathbf n\cdot\mathbf s_i)(\mathbf n\cdot\mathbf s_f)+\beta\,\mathbf s_f\cdot(\mathbf s_i\times\mathbf n)\big],
\end{aligned}
\end{equation}
\begin{equation}
\alpha=\frac{2\operatorname{Re}(S^*P)}{N_0},\quad
\beta=\frac{2\operatorname{Im}(S^*P)}{N_0},\quad
\gamma=\frac{|S|^2-|P|^2}{N_0}.
\label{eq:ab}
\end{equation}
If $\mathbf s_i\perp\mathbf n$ and $\mathbf s_f=\pm\,\mathbf s_i\times\mathbf n$, only the terms $1\pm\beta$ survive, so $\beta$ is a counting asymmetry. A nonzero value shows that the relative phase of $S$ and $P$ is neither $0$ nor $\pi$, whatever the origin of that phase.

\subsection*{What time reversal really requires}

Let the final-state interaction be elastic and invariant under rotations, parity and time reversal. Parity keeps the two waves with total angular momentum $\tfrac12$ apart, so each has its own scattering phase $\delta_l$. The decay amplitude is $A_l=\langle l^-|H_w|N\rangle$, where $H_w$ is the decay interaction and $|l^-\rangle$ is the scattering state that becomes the detected free pair at late times. Time reversal is antiunitary and turns $|l^-\rangle$ into $|l^+\rangle$, the state that grew out of a free pair at early times. With standard phases for the partial waves, and with rotational invariance removing the dependence on the spin projection, an invariant $H_w$ obeys
\[
A_l=\langle l^+|H_w|N\rangle^* .
\]
In one elastic channel $|l^+\rangle=e^{2i\delta_l}|l^-\rangle$, so $\langle l^+|=e^{-2i\delta_l}\langle l^-|$ and
\begin{equation}
A_l=e^{2i\delta_l}A_l^*\quad\Longrightarrow\quad A_l=\pm|A_l|e^{i\delta_l}.
\end{equation}
Invariance thus fixes the phase to $\delta_l$ modulo $\pi$. It makes the amplitude real only if $\delta_l$ is a multiple of $\pi$, as it is without scattering. Your argument silently replaced $|l^+\rangle$ by $|l^-\rangle$.

A radial model shows the mechanism explicitly. Let a real, short-range source $s_l(r)$ create the pair:
\[
u''+\left[k^2-\frac{l(l+1)}{r^2}-U_l(r)\right]u=s_l(r),\qquad u(0)=0,
\]
with an outgoing wave at large $r$. Write $\theta=kr-l\pi/2+\delta_l$. Let $F_l$ be the real regular solution without source, $F_l\to\sin\theta$, and $H_l$ the outgoing one, $H_l\to e^{i\theta}$. Their Wronskian is constant, so its value can be taken at large $r$:
\[
F_lH_l'-F_l'H_l=k e^{i\theta}(i\sin\theta-\cos\theta)=-k .
\]
The driven solution is
\[
u=-\frac1k\left[H_l(r)\int_0^rF_ls_l\,dr'+F_l(r)\int_r^\infty H_ls_l\,dr'\right].
\]
In $u'$ the derivatives of the integration limits cancel. In $u''$ they leave $-(F_lH_l'-F_l'H_l)s_l/k=s_l$, as required. Beyond the source $u\to A_le^{i(kr-l\pi/2)}$ with
\begin{equation}
A_l=-\frac{e^{i\delta_l}}{k}\int_0^\infty F_l(r)s_l(r)\,dr .
\label{eq:green}
\end{equation}
The integral is real, so the scattering phase appears directly. Dividing by the amplitude for $U_l=0$ gives a factor $f_l=R_le^{i\delta_l}$ with $R_l$ real. I normalize the source so that the free amplitudes are those in (\ref{eq:SP}); then $S=f_0S^{(0)}$ and $P=f_1P^{(0)}$.

\subsection*{The conjugate decay}

The Hermitian conjugate of the coupling contains
\[
(\bar\chi\gamma_5N)^\dagger=N^\dagger\gamma_5\gamma^0\chi=-\bar N\gamma_5\chi ,
\]
so the conjugate decay is driven by $\bar N\Gamma\chi\,\phi$ with $\Gamma=a^*-b^*\gamma_5$. Its spinor amplitude is $\bar v_N\Gamma v_\chi$. Take $v=C\bar u^T$ with $C=i\gamma^2\gamma^0$, for which $C^{-1}\gamma^\mu C=-\gamma^{\mu T}$ and $C^{-1}\gamma_5C=\gamma_5^T$. This gives $\bar v=-u^TC^{-1}$, and
\[
\bar v_N\Gamma v_\chi=-u_N^TC^{-1}\Gamma C\,\bar u_\chi^T
=-u_N^T\Gamma^T\bar u_\chi^T=-\bar u_\chi\Gamma u_N .
\]
The common sign has no effect on $W$. Comparison with (\ref{eq:SP}) gives
\begin{equation}
\bar S^{(0)}=S^{(0)*},\qquad \bar P^{(0)}=-P^{(0)*}.
\label{eq:bar}
\end{equation}
Spins and momenta here are the physical ones of the antiparticles. I assume that the final-state interaction respects CP, so both pairs have the same $f_l$, and that it does not mix $\chi\phi$ with $\bar\chi\bar\phi$.

For a Majorana $N$ no antiparent is needed. Its field annihilates the same particle with $u_N$ in $N$ and with $\bar v_N$ in $\bar N$. One parent therefore has both decays, and the comparison is between the final states $\chi\phi$ and $\bar\chi\bar\phi$.

\subsection*{Separating the two phases}

Let $\varphi$ be the phase of $S^{(0)*}P^{(0)}$, called the weak phase, and let $\delta=\delta_1-\delta_0$. For $R_0R_1>0$,
\[
S^*P=|S||P|e^{i(\delta+\varphi)},\qquad
\bar S^*\bar P=-|S||P|e^{i(\delta-\varphi)} .
\]
A negative $R_0R_1$ would add $\pi$ to $\delta$. With $\rho=2|S||P|/N_0$, equation (\ref{eq:ab}) gives
\begin{equation}
\begin{aligned}
\alpha&=\rho\cos(\delta+\varphi),&\beta&=\rho\sin(\delta+\varphi),\\
\bar\alpha&=-\rho\cos(\delta-\varphi),&\bar\beta&=-\rho\sin(\delta-\varphi).
\end{aligned}
\end{equation}
The addition theorems then yield
\begin{equation}
\begin{aligned}
\beta+\bar\beta&=2\rho\cos\delta\sin\varphi,&\beta-\bar\beta&=2\rho\sin\delta\cos\varphi,\\
\alpha-\bar\alpha&=2\rho\cos\delta\cos\varphi,&\alpha+\bar\alpha&=-2\rho\sin\delta\sin\varphi .
\end{aligned}
\label{eq:sums}
\end{equation}
The sum of the triple-product coefficients vanishes without a weak phase; the difference survives if $\sin\delta\ne0$. Dividing by $\alpha-\bar\alpha$, when it is nonzero, removes $\rho$ as well:
\begin{equation}
\tan\varphi=\frac{\beta+\bar\beta}{\alpha-\bar\alpha},\qquad
\tan\delta=\frac{\beta-\bar\beta}{\alpha-\bar\alpha}.
\label{eq:tan}
\end{equation}
Adding $\pi$ to both angles changes none of the four coefficients. This ambiguity is harmless for the question of symmetry, because CP is conserved in this model at both $\varphi=0$ and $\varphi=\pi$.

If $\delta$ is already known from scattering, one decay gives $\varphi=\arg(\alpha+i\beta)-\delta$. Scattering fixes each $\delta_l$ modulo $\pi$, so the same ambiguity remains.

\subsection*{A worked case}

Atomic units are unnatural here, so I set $M=1$. The other masses are $0.4$ for $\chi$ and $0.2$ for $\phi$, which gives $E=0.56$ and $k=0.392$. The couplings are $a=1$ and $b=-2e^{i\varphi}$ with $\varphi=0.2$ rad; the minus sign makes $P^{(0)}$ positive at $\varphi=0$. The interactions are $U_l=g_l e^{-(r/3)^2}$ with $g_0=0.1$ (repulsive) and $g_1=-0.3$ (attractive), and the sources are $s_l=r^{l+1}e^{-r^2}$. The pair is relativistic here (speeds $0.70$ for $\chi$ and $0.89$ for $\phi$), and these potentials and sources are chosen freely, not derived from the Lagrangian. The radial equation serves only to supply illustrative values of $\delta_l$ and $R_l$; equations (\ref{eq:sums}) and (\ref{eq:tan}) do not depend on it.

The scattering phases are $\delta_0=-0.233$ and $\delta_1=0.221$ rad, so $\delta=0.454$ rad. The size factors are $R_0=0.827$ and $R_1=1.616$. Hence
\begin{align*}
|S|&=0.827\sqrt{2(0.96)}=1.146,\\
|P|&=1.6163\times2\sqrt{2(0.16)}=1.829,\\
\rho&=\frac{2(1.146)(1.829)}{1.146^2+1.829^2}=0.900 .
\end{align*}
As a check on (\ref{eq:green}), a direct finite-difference solution of the driven equation agrees with it to within $10^{-4}$, relative to the formula. The full set of coefficients is in the numerical output.

First switch the weak phase off. Then $\beta=0.900\sin0.454=0.395$, a large triple product in a theory that respects time reversal. The conjugate decay has $\bar\beta=-0.395$, and the sum is zero. Next remove the scattering and restore the weak phase: now $\beta=\bar\beta=0.195$. The same kind of signal has two possible origins. When only one of them acts, the conjugate decay tells them apart by its sign.

With both phases present, $\beta=0.547$ and $\bar\beta=-0.226$, while $\alpha=0.7145$ and $\bar\alpha=-0.8713$. Equation (\ref{eq:tan}) gives
\[
\varphi=\arctan\frac{0.3215}{1.5858}=0.200\ \text{rad}=11.5^\circ,\qquad
\delta=\arctan\frac{0.7734}{1.5858}=0.454\ \text{rad}.
\]
Reading the phase from the first decay alone, as if there were no scattering, would give $\arg(\alpha+i\beta)=0.654$ rad, more than three times the weak phase. Subtracting the known $\delta$ restores $0.654-0.454=0.200$ rad.

\subsection*{A zero can mislead too}

If $\varphi=-\delta$, the phases cancel in the first decay. In the example $\beta=0$ although CP is violated; the conjugate decay shows it, with $\bar\beta=-0.709$. A vanishing triple product in one decay is therefore no proof of invariance.

Even $\beta+\bar\beta$ has a blind spot. By (\ref{eq:sums}) it vanishes at $\delta=\pi/2$ for any $\varphi$. The denominator in (\ref{eq:tan}) vanishes there as well, but the other pair of combinations gives
\[
\tan\varphi=-\frac{\alpha+\bar\alpha}{\beta-\bar\beta},\qquad \sin\delta\cos\varphi\ne0 .
\]
Imposing $\delta=\pi/2$ with $R_0=R_1=1$ and $\varphi=0.2$ rad gives $\beta=-\bar\beta=0.960$ and $\alpha+\bar\alpha=-0.389$. The ratio $0.389/1.921$ again yields $\varphi=0.200$ rad. The two sums are complementary: one needs $\cos\delta\ne0$, the other $\sin\delta\ne0$.

\subsection*{How far the conclusion reaches}

Extracting $\varphi$ from one decay with $\delta$ taken from scattering relies on one elastic channel per wave. The two-decay formula (\ref{eq:tan}) needs less. If other channels feed the final state but all contributions to a wave share one coupling phase, that phase factors out of the wave. The conjugate decay reverses it and leaves the remaining factor unchanged, so the formula still returns $\varphi$, although $\delta$ need no longer be a difference of elastic scattering phases. If the contributions to a wave have different coupling phases, there is no single phase to factor out, and (\ref{eq:tan}) need not return a coupling phase. The null test is more robust. CP reverses $\mathbf n$ and leaves spins alone, so CP invariance of the whole theory requires, with a common phase $\eta$,
\[
\bar S-\bar P\,\boldsymbol\sigma\cdot\mathbf n=\eta\,(S+P\,\boldsymbol\sigma\cdot\mathbf n)
\quad\Longrightarrow\quad \bar S=\eta S,\quad \bar P=-\eta P .
\]
Then $\bar S^*\bar P=-S^*P$, and (\ref{eq:ab}) gives $\bar\alpha=-\alpha$ and $\bar\beta=-\beta$, with no assumption about elastic scattering. A nonzero $\beta+\bar\beta$ or $\alpha+\bar\alpha$ therefore establishes CP violation. To call it time-reversal violation one more premise is needed, namely CPT invariance. Your single nonzero $\beta$ establishes a relative phase between two partial waves; its origin has to be settled by the conjugate decay or by independent knowledge of the scattering.

\section*{Computed results}
\begin{verbatim}
Natural units: hbar = c = 1, parent mass M = 1
masses of N, chi, phi: 1.0, 0.4, 0.2 M
energy of chi: 0.5600 M
momentum k: 0.3919 M
coupling a: 1.0 (dimensionless)
coupling size |b|: 2.0 (dimensionless)
input weak phase: 0.2000 rad
Gaussian interaction range: 3.0 1/M
source range: 1.0 1/M
U strength, S and P wave: 0.1, -0.3 M^2
scattering phase S wave: -0.2326 rad
scattering phase P wave: 0.2211 rad
delta = P minus S phase: 0.4538 rad
size factor S wave: 0.8274 (dimensionless)
size factor P wave: 1.6163 (dimensionless)
|S|, |P| with interaction: 1.1465, 1.8287 M
gamma with interaction: -0.4357 (dimensionless)
Asymmetries below are dimensionless; bar = conjugate decay
Case: interaction only; rho = 0.9001
  alpha = 0.8090, alpha_bar = -0.8090
  beta = 0.3946, beta_bar = -0.3946
  beta+beta_bar = 0.0000
  alpha+alpha_bar = 0.0000
Case: weak phase only; rho = 0.9798
  alpha = 0.9603, alpha_bar = -0.9603
  beta = 0.1947, beta_bar = 0.1947
  beta+beta_bar = 0.3893
  alpha+alpha_bar = 0.0000
Case: both; rho = 0.9001
  alpha = 0.7145, alpha_bar = -0.8713
  beta = 0.5474, beta_bar = -0.2260
  beta+beta_bar = 0.3215
  alpha+alpha_bar = -0.1568
Case: cancelling phases; rho = 0.9001
  alpha = 0.9001, alpha_bar = -0.5542
  beta = 0.0000, beta_bar = -0.7093
  beta+beta_bar = -0.7093
  alpha+alpha_bar = 0.3459
Case: delta = pi/2; rho = 0.9798
  alpha = -0.1947, alpha_bar = -0.1947
  beta = 0.9603, beta_bar = -0.9603
  beta+beta_bar = 0.0000
  alpha+alpha_bar = -0.3893
Recovery in the case with both phases:
  beta-beta_bar = 0.7734 (dimensionless)
  alpha-alpha_bar = 1.5858 (dimensionless)
  naive phase, one decay: 0.6538 rad
  weak phase, both decays: 0.2000 rad
  weak phase, both decays: 11.46 deg
  delta, both decays: 0.4538 rad
  weak phase, one decay + scattering: 0.2000 rad
\end{verbatim}
